**Hydrogenic 1s and 2s Slater integrals, with a beryllium example**

The program tests $F^0(1s,1s)=5Z/8$, $F^0(1s,2s)=17Z/81$, $G^0(1s,2s)=16Z/729$ and $F^0(2s,2s)=77Z/512$ in hartree. Here $Z$ is the nuclear charge, $F^0$ is a direct integral and $G^0$ an exchange integral. It asserts that the closed-form enclosed charges and the 1s potential agree with quadrature, and that the exact fractions follow from them. The defining double integrals are evaluated numerically at $Z=1$, $2.5$ and $4$, and three-dimensional Coulomb integrals in a Gaussian basis give a further comparison at $Z=4$. For beryllium, the energy formula for a $1s^22s^2$ determinant with common effective charge $\zeta$ is asserted against an explicit sum over spin orbitals. The output gives a best $\zeta$ of 3.3716 and an energy of −14.2096 hartree. Restricted Hartree–Fock in the same Gaussian basis gives −14.5730 hartree, lower by 0.3634 hartree.

## Numerical check

```python
# Result under test, for hydrogenic orbitals of nuclear charge Z (hartree units):
#   F0(1s,1s) = 5Z/8      F0(1s,2s) = 17Z/81
#   G0(1s,2s) = 16Z/729   F0(2s,2s) = 77Z/512
# F0(a,b) = double integral of Pa(r1)^2 Pb(r2)^2 / max(r1,r2)
# G0(a,b) = double integral of Pa(r1)Pb(r1) Pa(r2)Pb(r2) / max(r1,r2)
# P = r * (radial function), normalized so that the integral of P^2 is 1.
# Q(r) = radial charge inside r, V(r) = potential of a radial density.
# Application: Be atom, one determinant 1s2 2s2 with effective charge zeta.
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto

r, Zs = sp.symbols("r Z", positive=True)
half = sp.Rational(1, 2)
P1 = 2 * Zs**(3 * half) * r * sp.exp(-Zs * r)
P2 = Zs**(3 * half) / sp.sqrt(2) * r * (1 - Zs * r / 2) * sp.exp(-Zs * r / 2)

# The orbitals solve the radial Schroedinger equation with E = -Z^2/(2 n^2).
for n, P in ((1, P1), (2, P2)):
    residual = -sp.diff(P, r, 2) / 2 - Zs * P / r + Zs**2 / (2 * n**2) * P
    assert sp.simplify(residual) == 0

density_symbolic = {"11": P1**2, "22": P2**2, "12": P1 * P2}
density = {k: sp.lambdify((r, Zs), d, "numpy")
           for k, d in density_symbolic.items()}
for key, expected in (("11", 1.0), ("22", 1.0), ("12", 0.0)):
    total = quad(lambda s: density[key](s, 1.0), 0, 80, limit=200)[0]
    assert abs(total - expected) < 1e-8

# ---- Closed forms at Z = 1 ------------------------------------------------
rho = {k: d.subs(Zs, 1) for k, d in density_symbolic.items()}
Q = {"11": 1 - sp.exp(-2 * r) * (1 + 2 * r + 2 * r**2),
     "22": 1 - sp.exp(-r) * (1 + r + r**2 / 2 + r**4 / 8),
     "12": sp.sqrt(2) / 3 * r**3 * sp.exp(-3 * r / 2)}
V11 = 1 / r - sp.exp(-2 * r) * (1 + 1 / r)

# Enclosed charges and 1s potential against direct quadrature.
for radius in (0.3, 1.0, 2.5, 7.0):
    for key in Q:
        numeric = quad(lambda s: density[key](s, 1.0), 0, radius)[0]
        assert abs(numeric - float(Q[key].subs(r, radius))) < 1e-9
    inner = quad(lambda s: density["11"](s, 1.0), 0, radius)[0] / radius
    outer = quad(lambda s: density["11"](s, 1.0) / s, radius, 60, limit=200)[0]
    assert abs(inner + outer - float(V11.subs(r, radius))) < 1e-8


def exponential_integral(f, a):
    """Integral over r of polynomial(r)*exp(-a r), by n!/a^(n+1)."""
    a = sp.Integer(a)
    poly = sp.Poly(sp.expand(sp.expand(f) * sp.exp(a * r)), r)
    return sum(c * sp.factorial(n) / a**(n + 1) for (n,), c in poly.terms())


inv_r_1s = exponential_integral(rho["11"] / r, 2)
inv_r_2s = exponential_integral(rho["22"] / r, 1)
sub11 = exponential_integral(rho["11"] / r * (1 - Q["11"]), 4)
sub12 = exponential_integral(rho["22"] * (1 / r - V11), 3)
sub22 = exponential_integral(rho["22"] / r * (1 - Q["22"]), 2)
derived = {"F0(1s,1s)": 2 * (inv_r_1s - sub11),
           "F0(1s,2s)": inv_r_2s - sub12,
           "G0(1s,2s)": exponential_integral(Q["12"]**2 / r**2, 3),
           "F0(2s,2s)": 2 * (inv_r_2s - sub22)}
claimed = {"F0(1s,1s)": sp.Rational(5, 8), "F0(1s,2s)": sp.Rational(17, 81),
           "G0(1s,2s)": sp.Rational(16, 729),
           "F0(2s,2s)": sp.Rational(77, 512)}
for name in claimed:
    assert sp.simplify(derived[name] - claimed[name]) == 0

# ---- Quadrature of the defining double integral, several Z ----------------
x_big, w_big = np.polynomial.legendre.leggauss(240)
x_t, w_t = np.polynomial.legendre.leggauss(120)


def slater_integral(a, b, Z):
    """Larger radius R, smaller radius t*R with 0<t<1; Jacobian R."""
    R = (40.0 / Z * (x_big + 1))[:, None]
    wR = (40.0 / Z * w_big)[:, None]
    t, wt = (0.5 * (x_t + 1))[None, :], (0.5 * w_t)[None, :]
    small = t * R
    da, db = density[a], density[b]
    pair = da(R, Z) * db(small, Z) + da(small, Z) * db(R, Z)
    return float(np.sum(wR * wt * R * pair / np.maximum(R, small)))


pairs = {"F0(1s,1s)": ("11", "11"), "F0(1s,2s)": ("11", "22"),
         "G0(1s,2s)": ("12", "12"), "F0(2s,2s)": ("22", "22")}
quadrature = {}
for Z in (1.0, 2.5, 4.0):
    for name, (a, b) in pairs.items():
        value = slater_integral(a, b, Z)
        assert abs(value - Z * float(claimed[name])) < 1e-9
        quadrature[name, Z] = value

# The overlap charge inside r is largest at the 2s node, r = 2 at Z = 1.
grid = np.linspace(0.05, 12, 240)
enclosed = np.array([quad(lambda s: density["12"](s, 1.0), 0, g)[0]
                     for g in grid])
peak_radius, peak_charge = grid[np.argmax(enclosed)], enclosed.max()
assert abs(peak_radius - 2.0) < 0.051
assert abs(peak_charge - float(Q["12"].subs(r, 2))) < 1e-3

# ---- Be atom: three-dimensional integrals in a large Gaussian s basis -----
Z_be = 4.0
exponents = [0.03 * 2.2**k for k in range(22)]
mol = gto.M(atom="Be 0 0 0", basis={"Be": [[0, [e, 1.0]] for e in exponents]},
            verbose=0)
overlap = mol.intor("int1e_ovlp")
kinetic = mol.intor("int1e_kin")
attraction = mol.intor("int1e_nuc")
eri = mol.intor("int2e")
h_core = kinetic + attraction


def hydrogenic_orbitals(zeta):
    return eigh(kinetic + zeta / Z_be * attraction, overlap)[1][:, :2]


def orbital_repulsion(C):
    return np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, C, C, C, C, optimize=True)


def determinant_energy(zeta):
    """Energy of 1s2 2s2 by explicit sums over the four spin orbitals."""
    C = hydrogenic_orbitals(zeta)
    h, g = C.T @ h_core @ C, orbital_repulsion(C)
    spin_orbitals = [(i, s) for i in (0, 1) for s in (0, 1)]
    energy = sum(h[i, i] for i, s in spin_orbitals)
    for i, s in spin_orbitals:
        for j, u in spin_orbitals:
            energy += 0.5 * (g[i, i, j, j] - (s == u) * g[i, j, j, i])
    return float(energy)


g4 = orbital_repulsion(hydrogenic_orbitals(Z_be))
gaussian = {"F0(1s,1s)": g4[0, 0, 0, 0], "F0(1s,2s)": g4[0, 0, 1, 1],
            "G0(1s,2s)": g4[0, 1, 0, 1], "F0(2s,2s)": g4[1, 1, 1, 1]}
for name in claimed:
    # tolerance: finite Gaussian basis, no exact cusp at the nucleus
    assert abs(gaussian[name] - Z_be * float(claimed[name])) < 1e-4

C_exact = (claimed["F0(1s,1s)"] + 4 * claimed["F0(1s,2s)"]
           - 2 * claimed["G0(1s,2s)"] + claimed["F0(2s,2s)"])
C_rep = float(C_exact)


def energy_formula(zeta):
    return 1.25 * zeta**2 - 2.5 * Z_be * zeta + C_rep * zeta


zeta_opt = Z_be - 0.4 * C_rep
E_opt = -1.25 * zeta_opt**2
direct = {z: determinant_energy(z)
          for z in (Z_be, zeta_opt, zeta_opt - 0.05, zeta_opt + 0.05)}
for z, value in direct.items():
    assert abs(value - energy_formula(z)) < 1e-3  # finite Gaussian basis
assert abs(direct[zeta_opt] - E_opt) < 1e-3
assert direct[zeta_opt] < direct[zeta_opt - 0.05]
assert direct[zeta_opt] < direct[zeta_opt + 0.05]

# Restricted Hartree-Fock in the same basis, with damped iterations.
C = hydrogenic_orbitals(zeta_opt)
D = 2 * C @ C.T
E_hf, converged = 0.0, False
for iteration in range(300):
    J = np.einsum("pqrs,rs->pq", eri, D)
    K = np.einsum("prqs,rs->pq", eri, D)
    fock = h_core + J - 0.5 * K
    E_new = 0.5 * float(np.sum(D * (h_core + fock)))
    C = eigh(fock, overlap)[1][:, :2]
    D_new = 2 * C @ C.T
    if iteration > 5 and abs(E_new - E_hf) < 1e-10:
        converged = True
        E_hf = E_new
        break
    E_hf = E_new
    D = 0.5 * (D + D_new)
assert converged
assert E_hf < E_opt < energy_formula(Z_be)

# ---- Output ---------------------------------------------------------------
eV = physical_constants["Hartree energy in eV"][0]
print("Pieces at Z = 1 (hartree):")
print("  <1/r> in 1s =", inv_r_1s, "  <1/r> in 2s =", inv_r_2s)
print("  subtracted integral, F0(1s,1s) =", sub11)
print("  penetration correction, F0(1s,2s) =", sub12)
print("  subtracted integral, F0(2s,2s) =", sub22)
print(f"  largest enclosed 1s-2s overlap charge = {peak_charge:.4f}"
      f" at r = {peak_radius:.2f} bohr")
print("Integrals at Z = 1 (hartree): exact, decimal, quadrature")
for name in claimed:
    print(f"  {name} = {derived[name]} = {float(derived[name]):.8f},"
          f" {quadrature[name, 1.0]:.8f}")
print("Integrals at Z = 4 (hartree): formula, quadrature, Gaussian basis")
for name in claimed:
    print(f"  {name} = {Z_be * float(claimed[name]):.6f},"
          f" {quadrature[name, 4.0]:.6f}, {gaussian[name]:.6f}")
print("Be atom, determinant 1s2 2s2, nuclear charge Z =", int(Z_be))
print(f"  repulsion coefficient C = {C_exact} = {C_rep:.6f} hartree")
for label, z in (("zeta = Z", Z_be), ("best zeta", zeta_opt)):
    print(f"  {label}: zeta = {z:.4f}")
    print(f"    kinetic energy = {1.25 * z**2:.4f} hartree")
    print(f"    nuclear attraction = {-2.5 * Z_be * z:.4f} hartree")
    print(f"    electron repulsion = {C_rep * z:.4f} hartree")
    print(f"    total, formula = {energy_formula(z):.4f} hartree")
    print(f"    total, spin-orbital sum = {direct[z]:.4f} hartree")
print(f"  best total energy = {E_opt * eV:.2f} eV")
print(f"  Hartree-Fock, 22 s Gaussians = {E_hf:.4f} hartree")
print(f"  best determinant minus Hartree-Fock = {E_opt - E_hf:.4f} hartree")
print("every check passed")
```

Output:

```
Pieces at Z = 1 (hartree):
  <1/r> in 1s = 1   <1/r> in 2s = 1/4
  subtracted integral, F0(1s,1s) = 11/16
  penetration correction, F0(1s,2s) = 13/324
  subtracted integral, F0(2s,2s) = 179/1024
  largest enclosed 1s-2s overlap charge = 0.1878 at r = 2.00 bohr
Integrals at Z = 1 (hartree): exact, decimal, quadrature
  F0(1s,1s) = 5/8 = 0.62500000, 0.62500000
  F0(1s,2s) = 17/81 = 0.20987654, 0.20987654
  G0(1s,2s) = 16/729 = 0.02194787, 0.02194787
  F0(2s,2s) = 77/512 = 0.15039062, 0.15039062
Integrals at Z = 4 (hartree): formula, quadrature, Gaussian basis
  F0(1s,1s) = 2.500000, 2.500000, 2.499999
  F0(1s,2s) = 0.839506, 0.839506, 0.839499
  G0(1s,2s) = 0.087791, 0.087791, 0.087791
  F0(2s,2s) = 0.601562, 0.601562, 0.601549
Be atom, determinant 1s2 2s2, nuclear charge Z = 4
  repulsion coefficient C = 586373/373248 = 1.571001 hartree
  zeta = Z: zeta = 4.0000
    kinetic energy = 20.0000 hartree
    nuclear attraction = -40.0000 hartree
    electron repulsion = 6.2840 hartree
    total, formula = -13.7160 hartree
    total, spin-orbital sum = -13.7160 hartree
  best zeta: zeta = 3.3716
    kinetic energy = 14.2096 hartree
    nuclear attraction = -33.7160 hartree
    electron repulsion = 5.2968 hartree
    total, formula = -14.2096 hartree
    total, spin-orbital sum = -14.2096 hartree
  best total energy = -386.66 eV
  Hartree-Fock, 22 s Gaussians = -14.5730 hartree
  best determinant minus Hartree-Fock = 0.3634 hartree
every check passed
```
